# When the zero-frequency Kubo response differs from the thermodynamic susceptibility: a program that tests the result

```python
# Result under test: for H = H0 - f A the isothermal susceptibility chi_T and
# the zero-frequency Kubo response chi_K of an isolated system differ by
#   chi_T - chi_K = beta * [ sum_{E_m = E_n} p_n B_mn A_nm - <A><B> ].
# Two-level model: H0 = -(gap/2) sigma_z, A = az sigma_z + ax sigma_x.
# f: field (meV); A, B: dimensionless; p_n: Boltzmann weights of H0;
# beta = 1/(k_B T); susceptibilities in 1/meV; times in ps.
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.integrate import simpson, solve_ivp
from scipy.optimize import brentq

KB = const.k / const.e * 1e3                 # meV/K
HBAR = const.hbar / const.e * 1e3 * 1e12     # meV ps
SX = np.array([[0.0, 1.0], [1.0, 0.0]])
SZ = np.diag([1.0, -1.0])


def thermal_state(H, beta):
    e, U = np.linalg.eigh(H)
    w = np.exp(-beta * (e - e[0]))
    w /= w.sum()
    return (U * w) @ U.conj().T, e, U, w


def mean(rho, B):
    return np.trace(rho @ B).real


def isothermal_fd(H0, A, B, beta, f=1e-4):
    """Derivative of the equilibrium mean value, by finite differences."""
    up = mean(thermal_state(H0 - f * A, beta)[0], B)
    down = mean(thermal_state(H0 + f * A, beta)[0], B)
    return (up - down) / (2 * f)


def spectral(H0, A, B, beta, heta=0.0):
    """Kubo sum for switching exp(eta t), heta = hbar*eta, and the missing
    term split into diagonal and degenerate off-diagonal parts."""
    _, e, U, p = thermal_state(H0, beta)
    a, b = U.conj().T @ A @ U, U.conj().T @ B @ U
    kubo, degenerate = 0.0, 0.0
    for m in range(len(e)):
        for n in range(len(e)):
            if m == n:
                continue
            if abs(e[m] - e[n]) < 1e-9:
                degenerate += beta * p[n] * b[m, n] * a[n, m]
            else:
                kubo += ((p[m] - p[n]) * b[m, n] * a[n, m]
                         / (e[n] - e[m] - 1j * heta))
    da, db = np.diag(a).real, np.diag(b).real
    diagonal = beta * (p @ (da * db) - (p @ da) * (p @ db))
    return np.real(kubo), diagonal, np.real(degenerate)


def slow_ramp(H0, A, beta, f_end, duration=60.0, steps=3000):
    """Unitary evolution of the thermal state while f grows from 0 to f_end."""
    rho = thermal_state(H0, beta)[0].astype(complex)
    dt = duration / steps
    for k in range(steps):
        s = (k + 0.5) / steps
        f = f_end * s**4 * (35 - 84 * s + 70 * s**2 - 20 * s**3)
        e, U = np.linalg.eigh(H0 - f * A)
        step = (U * np.exp(-1j * e * dt / HBAR)) @ U.conj().T
        rho = step @ rho @ step.conj().T
    return rho


def ramp_response(H0, A, beta, f=1e-5):
    return (mean(slow_ramp(H0, A, beta, f), A)
            - mean(slow_ramp(H0, A, beta, -f), A)) / (2 * f)


def isentropic_fd(H0, A, beta, f=1e-3):
    """Response when temperature adjusts so that the entropy stays fixed."""
    def entropy(H, b):
        w = thermal_state(H, b)[3]
        return -np.sum(w * np.log(w))
    s0 = entropy(H0, beta)
    vals = []
    for g in (f, -f):
        H = H0 - g * A
        b = brentq(lambda x: entropy(H, x) - s0, 0.5 * beta, 2 * beta,
                   xtol=1e-13)
        vals.append(mean(thermal_state(H, b)[0], A))
    return (vals[0] - vals[1]) / (2 * f)


# ---- two-level system -------------------------------------------------
gap, az, ax, T = 2.0, 0.6, 0.8, 10.0
beta = 1 / (KB * T)
H0, A = -gap / 2 * SZ, az * SZ + ax * SX


def closed_forms(b):
    x = b * gap / 2
    return 2 * ax**2 / gap * np.tanh(x), b * az**2 / np.cosh(x)**2


chi_K, missing = closed_forms(beta)
chi_T = isothermal_fd(H0, A, A, beta)
chi_ramp = ramp_response(H0, A, beta)
chi_S = isentropic_fd(H0, A, beta)
assert abs(chi_T - chi_K - missing) < 1e-6
assert abs(chi_ramp - chi_K) < 1e-4
assert abs(chi_S - chi_K) < 1e-5
assert chi_T - chi_ramp > 0.1

# free energy -kT ln(2 cosh(beta E)): its second derivative gives -chi_T
def free_energy(f):
    E = np.sqrt((gap / 2 + f * az)**2 + (f * ax)**2)
    return -np.log(2 * np.cosh(beta * E)) / beta


d = 1e-3
curvature = (free_energy(d) - 2 * free_energy(0) + free_energy(-d)) / d**2
assert abs(-curvature - chi_T) < 1e-5

# population derivative from the levels in the field
p0 = thermal_state(H0, beta)[3]
dp = (thermal_state(H0 - 1e-4 * A, beta)[3]
      - thermal_state(H0 + 1e-4 * A, beta)[3]) / 2e-4
assert abs(dp @ np.array([az, -az]) - missing) < 1e-6

print(f"gap = {gap} meV, az = {az}, ax = {ax}, T = {T} K")
print(f"k_B T = {KB*T:.5f} meV, beta = {beta:.5f} 1/meV")
print(f"beta*gap/2 = {beta*gap/2:.5f}, tanh = {np.tanh(beta*gap/2):.5f}, "
      f"sech^2 = {np.cosh(beta*gap/2)**-2:.5f}")
print(f"populations: lower {p0[0]:.5f}, upper {p0[1]:.5f}")
print(f"d(upper population)/df = {dp[1]:.5f} 1/meV")
print(f"chi_K closed form = {chi_K:.5f} 1/meV")
print(f"chi_K from slow unitary ramp = {chi_ramp:.5f} 1/meV")
print(f"missing population term = {missing:.5f} 1/meV")
print(f"chi_T from equilibrium derivative = {chi_T:.5f} 1/meV")
print(f"chi_S at fixed entropy = {chi_S:.5f} 1/meV")
print(f"chi_K/chi_T = {chi_K/chi_T:.4f}")

# finite field: populations after the ramp against thermal populations
f_big = 0.2
_, e_f, U_f, p_f = thermal_state(H0 - f_big * A, beta)
rho_f = slow_ramp(H0, A, beta, f_big)
p_ramp = np.diag(U_f.conj().T @ rho_f @ U_f).real
assert abs(p_ramp[1] - p0[1]) < 1e-6
assert abs(p_f[1] - p0[1]) > 1e-3
print(f"field f = {f_big} meV, gap in field = {e_f[1]-e_f[0]:.5f} meV")
print(f"upper population after slow ramp = {p_ramp[1]:.5f}")
print(f"upper population in equilibrium at same T = {p_f[1]:.5f}")

# temperature dependence
print("T (K), chi_K (1/meV), chi_T (1/meV), chi_K/chi_T:")
for temp in (2.0, 5.0, 10.0, 20.0, 50.0, 300.0):
    b = 1 / (KB * temp)
    k, _, _ = spectral(H0, A, A, b)
    t = isothermal_fd(H0, A, A, b)
    kc, mc = closed_forms(b)
    assert abs(k - kc) < 1e-10 and abs(t - kc - mc) < 1e-6
    print(f"  {temp:5.0f}  {k:.5f}  {t:.5f}  {k/t:.4f}")
assert abs(k / t - ax**2 / (ax**2 + az**2)) < 2e-3
b_cold = 1 / (KB * 2.0)
cold = closed_forms(b_cold)[1]
cold_limit = 4 * b_cold * az**2 * np.exp(-b_cold * gap)
assert abs(cold / cold_limit - 1) < 1e-4
print(f"missing term at 2 K = {cold:.3e} 1/meV")

# ---- degenerate limit, A = sigma_x ------------------------------------
heta = 0.01
print(f"A = sigma_x, T = {T} K, switching hbar*eta = {heta} meV")
print("gap (meV), static Kubo, Kubo at finite eta, chi_T (1/meV):")
for g in (1.0, 0.1, 0.01, 0.001, 0.0):
    Hg = -g / 2 * SZ
    static = spectral(Hg, SX, SX, beta)[0]
    switched = spectral(Hg, SX, SX, beta, heta)[0]
    iso = isothermal_fd(Hg, SX, SX, beta)
    formula = 2 * g * np.tanh(beta * g / 2) / (g**2 + heta**2)
    assert abs(switched - formula) < 1e-10
    if g == 0.001:
        assert abs(static - beta) < 1e-5 and switched < 0.02 * beta
    print(f"  {g:5.3f}  {static:.5f}  {switched:.5f}  {iso:.5f}")
full_deg = isothermal_fd(0 * SZ, A, A, beta)
assert abs(full_deg - beta * (ax**2 + az**2)) < 1e-6
assert abs(ramp_response(0 * SZ, A, beta)) < 1e-6

# ---- three levels with a degenerate pair ------------------------------
H3 = np.diag([0.0, 2.0, 2.0])
A3 = np.array([[0.5, 0.4, 0.2], [0.4, 0.3, 0.6], [0.2, 0.6, -0.4]])
k3, diag3, deg3 = spectral(H3, A3, A3, beta)
t3, s3 = isothermal_fd(H3, A3, A3, beta), isentropic_fd(H3, A3, beta)
r3 = ramp_response(H3, A3, beta)
rho3 = thermal_state(H3, beta)[0]
cov = mean(rho3, A3 @ H3) - mean(rho3, A3) * mean(rho3, H3)
var = mean(rho3, H3 @ H3) - mean(rho3, H3)**2
assert abs(t3 - k3 - diag3 - deg3) < 1e-6
assert abs(r3 - k3) < 1e-4
assert abs(t3 - s3 - beta * cov**2 / var) < 1e-5
assert t3 > s3 + 1e-3 and s3 > k3 + 1e-3
print(f"three levels (meV): {np.diag(H3).tolist()}, A rows: {A3.tolist()}")
print(f"  chi_K = {k3:.5f}, chi_S = {s3:.5f}, chi_T = {t3:.5f} 1/meV")
print(f"  missing: diagonal {diag3:.5f}, degenerate {deg3:.5f} 1/meV")

# different complex observables, and the Kubo time integral
rng = np.random.default_rng(3)
M = rng.normal(size=(2, 3, 3)) + 1j * rng.normal(size=(2, 3, 3))
Ac, Bc = [(m + m.conj().T) / 2 for m in M]
assert abs(isothermal_fd(H3, Ac, Bc, beta)
           - sum(spectral(H3, Ac, Bc, beta))) < 1e-5
ds, count, test_eta = 0.01, 6001, 0.5        # ds is time/hbar in 1/meV
step, V = expm(-1j * H3 * ds), np.eye(3, dtype=complex)
kernel = np.empty(count, dtype=complex)
for j in range(count):
    Bt = V.conj().T @ Bc @ V
    kernel[j] = 1j * np.trace(rho3 @ (Bt @ Ac - Ac @ Bt))
    V = step @ V
s_grid = ds * np.arange(count)
integral = simpson(kernel * np.exp(-test_eta * s_grid), x=s_grid)
assert abs(integral.real - spectral(H3, Ac, Bc, beta, test_eta)[0]) < 1e-6

# ---- weak bosonic bath: detailed-balance rates ------------------------
gamma0 = 0.01                                # 1/ps
Gamma = gamma0 / np.tanh(beta * gap / 2)
print(f"bath: gamma0 = {gamma0} 1/ps, relaxation rate = {Gamma:.5f} 1/ps")
print("omega/Gamma, population term real, imaginary (1/meV):")
f0 = 1e-3
for ratio in (0.1, 1.0, 10.0):
    om = ratio * Gamma

    def rate(t, y):
        g = gap + 2 * az * f0 * np.cos(om * t)
        n = 1 / np.expm1(beta * g)
        return [gamma0 * (n * (1 - y[0]) - (n + 1) * y[0])]

    period, settle = 2 * np.pi / om, 25 / Gamma
    times = settle + period * np.arange(400) / 400
    sol = solve_ivp(rate, (0, settle + period), [p0[1]], method="DOP853",
                    t_eval=times, rtol=1e-10, atol=1e-13)
    signal = -2 * az * (sol.y[0] - p0[1])
    chi_pop = 2 * np.mean(signal * np.exp(1j * om * times)) / f0
    assert abs(chi_pop - missing / (1 - 1j * ratio)) < 1e-5
    print(f"  {ratio:4.1f}  {chi_pop.real:.5f}  {chi_pop.imag:.5f}")

# ---- two Kohn-Sham orbitals, one spinless fermion on average ----------
site = (np.eye(2) + A) / 2                   # occupation operator of one site
assert np.allclose(site @ site, site)


def fermi_mean(h, op, mu):
    e, U = np.linalg.eigh(h)
    occ = 1 / (np.exp(beta * (e - mu)) + 1)
    return np.trace((U * occ) @ U.conj().T @ op).real


def fermi_response(fixed_number, f=1e-4):
    vals = []
    for g in (f, -f):
        h, mu = H0 - g * site, 0.0
        if fixed_number:
            mu = brentq(lambda x: fermi_mean(h, np.eye(2), x) - 1, -5, 5,
                        xtol=1e-14)
        vals.append(fermi_mean(h, site, mu))
    return (vals[0] - vals[1]) / (2 * f)


occ = 1 / (np.exp(beta * np.diag(H0)) + 1)
w, sd = occ * (1 - occ), np.diag(site)
ks_kubo = 2 * (occ[0] - occ[1]) * site[0, 1]**2 / gap
ks_mu, ks_N = fermi_response(False), fermi_response(True)
assert abs(ks_mu - ks_kubo - beta * w @ sd**2) < 1e-6
assert abs(ks_mu - ks_N - beta * (w @ sd)**2 / w.sum()) < 1e-6
print(f"Kohn-Sham orbitals: occupations {occ[0]:.5f}, {occ[1]:.5f}")
print(f"  site weights {sd[0]:.2f}, {sd[1]:.2f}; "
      f"off-diagonal element {site[0,1]:.2f}")
print(f"  unequal-energy pair sum = {ks_kubo:.5f} 1/meV")
print(f"  isothermal, fixed mean number = {ks_N:.5f} 1/meV")
print(f"  isothermal, fixed chemical potential = {ks_mu:.5f} 1/meV")

print("ALL CHECKS PASSED")
```

Printed output:

```
gap = 2.0 meV, az = 0.6, ax = 0.8, T = 10.0 K
k_B T = 0.86173 meV, beta = 1.16045 1/meV
beta*gap/2 = 1.16045, tanh = 0.82119, sech^2 = 0.32565
populations: lower 0.91059, upper 0.08941
d(upper population)/df = -0.11337 1/meV
chi_K closed form = 0.52556 1/meV
chi_K from slow unitary ramp = 0.52556 1/meV
missing population term = 0.13605 1/meV
chi_T from equilibrium derivative = 0.66160 1/meV
chi_S at fixed entropy = 0.52556 1/meV
chi_K/chi_T = 0.7944
field f = 0.2 meV, gap in field = 2.26274 meV
upper population after slow ramp = 0.08941
upper population in equilibrium at same T = 0.06750
T (K), chi_K (1/meV), chi_T (1/meV), chi_K/chi_T:
      2  0.63999  0.64006  0.9999
      5  0.62778  0.65938  0.9521
     10  0.52556  0.66160  0.7944
     20  0.33461  0.48639  0.6879
     50  0.14593  0.22514  0.6482
    300  0.02474  0.03865  0.6402
missing term at 2 K = 7.624e-05 1/meV
A = sigma_x, T = 10.0 K, switching hbar*eta = 0.01 meV
gap (meV), static Kubo, Kubo at finite eta, chi_T (1/meV):
  1.000  1.04566  1.04555  1.04566
  0.100  1.15915  1.14767  1.15915
  0.010  1.16044  0.58022  1.16044
  0.001  1.16045  0.01149  1.16045
  0.000  0.00000  0.00000  1.16045
three levels (meV): [0.0, 2.0, 2.0], A rows: [[0.5, 0.4, 0.2], [0.4, 0.3, 0.6], [0.2, 0.6, -0.4]]
  chi_K = 0.15076, chi_S = 0.24266, chi_T = 0.29082 1/meV
  missing: diagonal 0.07149, degenerate 0.06857 1/meV
bath: gamma0 = 0.01 1/ps, relaxation rate = 0.01218 1/ps
omega/Gamma, population term real, imaginary (1/meV):
   0.1  0.13470  0.01347
   1.0  0.06802  0.06802
  10.0  0.00135  0.01347
Kohn-Sham orbitals: occupations 0.76141, 0.23859
  site weights 0.80, 0.20; off-diagonal element 0.40
  unequal-energy pair sum = 0.08365 1/meV
  isothermal, fixed mean number = 0.12160 1/meV
  isothermal, fixed chemical potential = 0.22700 1/meV
ALL CHECKS PASSED
```
